Extracting valley couplings from the phosphorus-donor 1s levels in silicon

**Question**

The 1s level of a phosphorus donor in silicon is split into three, with binding energies of 45.6, 33.9 and 32.6 meV below the conduction-band edge. I want to describe this with a 6×6 matrix, one state per conduction-band valley. It should have one coupling between opposite valleys (+z and −z) and another between perpendicular valleys (+z and +x).

I put −30 meV on the diagonal, which is roughly the effective-mass energy for one valley, and tried to fit the two couplings. I can match the 33.9 and 32.6 meV levels, but the third then comes out at 13 meV instead of 45.6 meV. What are the two couplings, why does my diagonal fail, and do the signs mean anything? I also don't see why just two couplings should be enough.

**Answer**

The diagonal element is a third unknown. Three levels determine three numbers, and fixing one of them beforehand at a wrong value makes the equations contradict each other. The form of the matrix comes first, because it also settles the question of signs.

**Why two couplings are enough**

Take an isolated donor on a lattice site of unstrained silicon, and leave out spin. The symmetry about the site is tetrahedral: the allowed operations permute the axes x, y, z and reverse an even number of them.

Four of these operations leave the +z valley in place:

(x, y, z) → (x, y, z), (−x, −y, z), (y, x, z), (−y, −x, z).

The Bloch function at the silicon band minimum, referred to the donor site, is unchanged by these four, and so is the ground-state envelope. Call the resulting valley orbital φ(+z), and define the other five by applying symmetry operations to it. If two operations R and R′ both carry +z to the same valley, then R⁻¹R′ is one of the four above and does nothing to φ(+z). Both therefore give the same orbital, with the same sign, and the group permutes the six orbitals without sign changes. Making them orthonormal by a symmetric procedure preserves this property.

Since the Hamiltonian H is invariant, H(Ri, Rj) = H(i, j) for every operation R. The four operations above carry +x to +x, −x, +y and −y, so +z couples equally to all four perpendicular valleys. Any valley can be moved to +z, so all perpendicular elements are equal. The rotation (x, −y, −z) exchanges +z and −z, and its counterparts do the same for the other pairs, so all opposite-valley elements are equal too.

Each element thus equals the one with its indices exchanged. Hermiticity says that exchange gives the complex conjugate, so the elements are real. I write

diagonal element = −B₀,
opposite-valley element = −g,
perpendicular-valley element = −f.

With these signs, positive g and f lower the energy of an in-phase combination.

**The three levels**

Let c(i) be the amplitude in valley i. The +z row of the eigenvalue equation, for a state of energy −B, is

−B₀c(+z) − g c(−z) − f[c(+x) + c(−x) + c(+y) + c(−y)] = −B c(+z).

The other rows follow by relabelling the axes.

Singlet, A1: all six amplitudes are equal. Each valley has one opposite and four perpendicular partners, so

B_A = B₀ + g + 4f.

Triplet, T2: take c(+z) = 1, c(−z) = −1 and the rest zero. The +z row gives −B₀ + g = −B. In the x and y rows the two contributions cancel, −f(1 − 1) = 0, so this is an eigenvector. There is one such state per axis, and

B_T = B₀ − g.

Doublet, E: let both valleys on an axis have the same amplitude, called u, v and w for x, y and z, with u + v + w = 0. The +z row becomes

−(B₀ + g)w − 2f(u + v) = −(B₀ + g)w + 2f w,

because u + v = −w. The other rows have the same form. Two independent choices of u, v, w satisfy the condition, and

B_E = B₀ + g − 2f.

That accounts for 1 + 3 + 2 = 6 states.

**Solving for the couplings**

The energies must be assigned to these states, which is separate information: 45.6 meV is the singlet, 33.9 meV the triplet and 32.6 meV the doublet.

Subtracting the doublet from the singlet removes B₀ and g:

B_A − B_E = 6f
f = (45.6 − 32.6)/6 = 13.0/6 = 2.167 meV.

Adding twice the doublet to the singlet removes f:

B_A + 2B_E = 3(B₀ + g)
B₀ + g = (45.6 + 65.2)/3 = 36.933 meV.

The triplet gives B₀ − g = 33.9 meV. Half the difference and half the sum are

g = (36.933 − 33.9)/2 = 1.517 meV
B₀ = (36.933 + 33.9)/2 = 35.417 meV.

In general form,

f = (B_A − B_E)/6
g = (B_A + 2B_E − 3B_T)/6
B₀ = (B_A + 3B_T + 2B_E)/6.

The matrix elements you asked for are therefore

opposite valleys: −g = −1.52 meV = −2.43 × 10⁻²² J
perpendicular valleys: −f = −2.17 meV = −3.47 × 10⁻²² J.

Each step had one solution, so no other pair (g, f) fits this assignment.

If each input is uncertain by 0.05 meV from rounding, the worst-case error in f is (0.05 + 0.05)/6 = 0.017 meV. For g it is (0.05 + 0.10 + 0.15)/6 = 0.05 meV, about 3% of g. The assignment matters far more: exchanging the triplet and doublet energies would give g = 2.60 meV and f = 1.95 meV.

**What the two numbers control**

The singlet–doublet gap is 6f. The triplet–doublet separation is

B_T − B_E = 2(f − g) = 1.3 meV,

so it measures the difference between the couplings. If f = g, the triplet and doublet merge into a fivefold level, with the singlet 6f below it. If f = 0, the three valley pairs decouple: the singlet and doublet merge at binding B₀ + g, and the triplet stays at B₀ − g. Phosphorus is closer to the first limit.

The signs have meaning in the basis defined above. Suppose you reverse the signs of φ(−x), φ(−y) and φ(−z). The opposite-valley element becomes +g. A perpendicular element stays −f between two valleys of the same sign, such as +x and +y, but becomes +f between +x and −y. The energies do not change, but the matrix no longer has a single perpendicular element. Changing the sign of g alone, with f and B₀ held fixed, is a different operation and does change the energies.

**Why −30 meV fails on the diagonal**

With B₀ = 30 meV, the triplet requires g = −3.9 meV. The doublet then requires 2f = 30 − 3.9 − 32.6 = −6.5 meV, so f = −3.25 meV. The singlet follows as 30 − 3.9 − 13.0 = 13.1 meV, which is your result.

The trace shows that no other choice of couplings could help. The sum of the six eigenvalues equals the sum of the diagonal elements, whatever g and f are, so B₀ must be the average binding energy of the six states, 35.4 meV.

To compare this with a one-valley effective-mass estimate, take the trial envelope

F = exp[−√(ρ²/a² + z²/b²)],

where ρ is the distance from the valley axis z. In the scaled coordinates X = x/a, Y = y/a, Z = z/b, this is exp(−R), with R² = X² + Y² + Z². Its squared gradient equals F² and is shared equally among three directions, so each contributes 1/3 to the normalized average. The potential needs the average of

1/r = 1/{R√[a² − (a² − b²)μ²]}, μ = Z/R.

The radial average of 1/R is 1, and the average over μ from 0 to 1 gives an arcsine. For b < a the energy is

U(a, b) = (ħ²/2)[2/(3m_t a²) + 1/(3m_l b²)] − [q²/(4πε₀ε_r)] arcsin[√(1 − b²/a²)]/√(a² − b²),

where q is the elementary charge. As model inputs, chosen close to the values for silicon, I take transverse mass m_t = 0.19 and longitudinal mass m_l = 0.92 electron masses, and relative permittivity ε_r = 11.7. Numerical minimization gives a = 2.44 nm, b = 1.40 nm and a binding energy B₁ = 29.6 meV.

The extracted B₀ is 5.8 meV larger. Because the calculation is variational, the true ground state of this one-valley model is bound by at least 29.6 meV, so the difference from that model is at most 5.8 meV for these parameters (the converged one-valley binding is 29.65 meV). The number is sensitive to the permittivity: with ε_r = 11.4, the low-temperature value that suits these levels, and masses 0.1905 and 0.9163, the one-valley binding is 31.3 meV and the difference about 4.2 meV. The model uses a Coulomb potential reduced by the bulk permittivity at every distance from the donor. Near the phosphorus core the actual potential differs from it, and this central-cell correction can shift the diagonal element as well as couple the valleys.

**Are these pure 1s matrix elements?**

No. They are effective parameters that reproduce the levels, and they include mixing with higher donor states and the continuum. The part due to the 2s state alone is easy to estimate, but it is not the size of the whole effect.

Assume that the central-cell correction has a range much shorter than the envelopes, so that only the envelope values at the donor matter. It must still extend beyond the site itself: all six valley orbitals are equal there, so the triplet and doublet combinations vanish at that point and a potential confined to it would shift only the singlet. Let −W be its eigenvalue in one symmetry channel, evaluated with 1s envelopes. For hydrogen-like envelopes the 2s density at the origin is 1/8 of the 1s density, so the relative amplitudes are t₁ = 1 and t₂ = 1/√8. Take the uncorrected bindings as B₁ and, again as for hydrogen, B₂ = B₁/4 = 7.40 meV; the anisotropic mass makes this a rough value (the anisotropic model gives B₂ = 8.4 meV and a density ratio of 1/8.4, which move the couplings below by less than 0.01 meV). With amplitudes d₁ and d₂ in the two states,

−Bₙdₙ − W tₙS = −B dₙ, S = t₁d₁ + t₂d₂.

Hence dₙ = W tₙS/(B − Bₙ). Multiplying by tₙ, summing over n and dividing by S gives

1 = W[1/(B − B₁) + 1/(8(B − B₂))].

For the singlet, B − B₁ = 15.99 meV and B − B₂ = 38.20 meV, which gives W = 15.20 meV. The triplet and doublet give 4.21 and 2.95 meV. The W values obey the same symmetry relations as the binding energies, so the couplings without the 2s contribution are

f′ = (15.20 − 2.95)/6 = 2.04 meV
g′ = (15.20 + 2 × 2.95 − 3 × 4.21)/6 = 1.41 meV.

Removing the 2s contribution lowers f by about 6% and g by about 7%, relative to the extracted values. Higher bound states and the continuum are left out. A short-range potential mixes in the continuum strongly, so the total correction can be much larger than this (for a Gaussian well of range 0.1 to 0.4 nm added to the one-valley model and tuned to each level, the first-order 1s couplings come out about 60 to 90% below the extracted ones), and f′ and g′ should not be read as pure 1s matrix elements.

**Strain, temperature and neighbours**

Three parameters will fit any three energies assigned in this way, so the agreement is no evidence for the matrix. Its degeneracies and its response to strain can be tested.

Let η be the strain along z minus the equal strains along x and y. Apart from a common shift, the valley energies change by −Ξη/3 for x and y and by +2Ξη/3 for z, where Ξ is the shear deformation potential. The z member of the triplet moves with the z valleys and the other two members with theirs, so the triplet splits by Ξη. With a rough Ξ = 9 eV and η = 10⁻⁴, that is 0.9 meV.

The singlet has equal weight in all valleys, so its first-order shift is zero. Strain turns its amplitudes into a pattern whose pair amplitudes sum to zero, which belongs to the doublet. The squared coupling is

(Ξη)² × 2(1/9 + 1/9 + 4/9)/6 = (2/9)(Ξη)²,

and the second-order shift is

−(2/9)(Ξη)²/(6f) = −(2/9)(0.9)²/13.0 = −0.014 meV.

Numerical diagonalization of the strained matrix also gives −0.014 meV at this precision.

This matters for the extraction. Suppose the z member of the split triplet were mistaken for the unstrained triplet, with the other two energies held fixed. Its binding is 0.6 meV too small relative to the mean valley edge, and since g contains −B_T/2, g would come out 0.3 meV too large, an error of 20%.

At 30 K, k_BT is 2.585 meV. Boltzmann weights within the 1s levels of a neutral donor put 95.6% of the population in the singlet, 3.1% in the triplet and 1.3% in the doublet. Temperature changes these populations but not the matrix in this model.

At a donor density N = 10¹⁵ cm⁻³, the characteristic spacing d = N^(−1/3) is 100 nm. One ionized neighbour at that distance produces a potential-energy drop across the orbit of about

[q²/(4πε₀ε_r d²)] × 2a = 0.06 meV.

This is an energy scale, not a calculated level shift. For randomly placed donors the mean nearest-neighbour distance is shorter, about 55 nm, which raises the scale to about 0.2 meV. That is still well below both couplings. Close pairs are the exception: within about 20 nm the scale reaches g, which would concern about 3% of donors if all their neighbours were ionized, while in uncompensated material at 30 K only about 0.3% of donors are ionized.

These conditions describe lightly doped, nearly unstrained silicon. A strained channel can break the assumption badly: for η = 0.01 and the same Ξ, the valley splitting is 90 meV, far above the 13 meV singlet–doublet gap. The second-order formula then fails, and the ground state no longer has equal weight in the six valleys. Adding the strain term to the diagonal and diagonalizing again describes only the levels that stay below the lowest valley edge. Once Ξ|η| exceeds the binding energy, near |η| = 0.004 here, the states of the raised valleys lie in the continuum of the lower valleys, which the 6×6 matrix does not contain: two of the six eigenvalues at η = +0.01 and four at η = −0.01. A nearby interface also lowers the site symmetry, so two couplings and one diagonal element need not suffice there.
